# Why metal adatoms form fewer but stronger bonds: the square-root law

**Q:** When I count bonds on a metal surface, I give every nearest-neighbour bond the same energy. I am told that an adatom's bonds are stronger than those in the bulk. What does "stronger" mean here?

**A:** It needs a definition, because a metal's energy is not a sum of independent bonds. I will use the energy needed to separate the atoms, divided by the number of bonds broken. For an adatom, this is the energy to remove it to infinity, including the energy change of the neighbours left behind. For the bulk, it is the energy to take the whole crystal apart into free atoms. Pulling a single atom out of the bulk and leaving a vacancy would give a different value per bond.

In a uniform crystal each atom has \(Z\) neighbours and each bond is shared by two atoms, so there are \(Z/2\) bonds per atom. For an fcc metal with cohesive energy \(E_{\rm coh}\), the bulk value is therefore \(E_{\rm coh}/6\) per bond. An adatom on fcc(111) has three bonds, so its value is its removal energy divided by three.

Stronger bonds do not mean that the adatom is held more tightly than a bulk atom. It has fewer of them.

**Q:** Why should a bond care how many other bonds its atom has?

**A:** Because the same orbitals serve all the bonds. Take one orbital on a central atom, coupled by a hopping element \(-b\) to one orbital on each of \(Z\) neighbours. All levels are at zero and the neighbours are not coupled to each other. The central orbital couples to one combination, \(|s\rangle=Z^{-1/2}\sum_j|j\rangle\), with

\[
\langle 0|H|s\rangle=\frac{1}{\sqrt Z}\,Z(-b)=-\sqrt Z\,b .
\]

The two-level problem has energies \(\pm\sqrt Z\,b\). An electron in the bonding state gains \(\sqrt Z\,b\), or \(b/\sqrt Z\) per bond. The electron's amplitude is spread over more neighbours, and each bond gets less of it.

**Q:** That is one orbital and one electron. What replaces it in a transition metal?

**A:** The second moment of the local density of states. Let atom \(i\) have five d orbitals at level \(\varepsilon_i\), and let \(h_{ij}\) be the \(5\times5\) hopping block to neighbour \(j\). The mean square width per orbital is

\[
\mu_2=\frac15\sum_a\langle ia|(H-\varepsilon_i)^2|ia\rangle
=\frac15\sum_j{\rm tr}\,(h_{ij}h_{ji}).
\]

Only hops out to a neighbour and back contribute, since the diagonal element of \(H-\varepsilon_i\) on atom \(i\) is zero. For a bond along \(z\) the block is diagonal, with one element \(dd\sigma\), two \(dd\pi\) and two \(dd\delta\). Rotating the bond leaves the trace unchanged, so \(Z\) bonds of equal length give

\[
\mu_2=Z\beta^2,\qquad
\beta^2=\frac{dd\sigma^2+2\,dd\pi^2+2\,dd\delta^2}{5}.
\]

Now assume that the band has the same shape at every site and differs in width alone. With \(t=(E-\varepsilon_i)/\sqrt{\mu_2}\), let \(g(t)\) be that shape, normalized to one and centred at zero. Counting spin, there are ten states per atom:

\[
N=10\int_{-\infty}^{t_F}g\,dt,\qquad
E_{\rm band}=10\sqrt{\mu_2}\int_{-\infty}^{t_F}t\,g\,dt .
\]

If each atom stays neutral, \(N\) is fixed and so is \(t_F\). The second integral is then a fixed number. It is negative for a partly filled band, because the filled part lies below the centre of gravity. Hence

\[
E_{\rm band}=-\xi\sqrt Z,\qquad \xi\propto\beta .
\]

A rectangular band of width \(W\) shows the role of filling. Its second moment is \(W^2/12\), and its Fermi level is \(E_F=W(N/10-1/2)\) above the centre. Therefore

\[
E_{\rm band}=\frac{10}{W}\int_{-W/2}^{E_F}E\,dE
=5W\left[\left(\frac N{10}-\frac12\right)^2-\frac14\right]
=-\frac{W}{20}N(10-N).
\]

This vanishes for an empty or full band, where the argument has nothing to act on.

**Q:** Real bands do not all have the same shape. Does the square root survive?

**A:** Approximately. I diagonalized the full nearest-neighbour d-band Hamiltonian for seven structures, from a dimer to fcc, with bond length and hopping held fixed. The parameters were \(\beta=0.583\) eV and 8.5 d electrons per atom. Fitting \(|E_{\rm band}|\propto Z^n\) gave \(n=0.46\). With 7 and 5 electrons it gave 0.49 and 0.54. A finer mesh and less smearing of the levels change these exponents by up to about 0.01, and the energies below at 8.5 electrons by up to 0.03 eV per atom. Independent pair bonds would give \(n=1\).

At 8.5 electrons the band energy per bond falls from 2.46 eV in the dimer to 0.67 eV in fcc, a factor of 3.7. The root law gives \(\sqrt{12}=3.5\).

The scatter is real, though. The triangular layer and the simple cubic crystal both have \(Z=6\), but their energies per atom are 3.00 and 3.29 eV. Between simple cubic and bcc the energy hardly changes, although \(Z\) rises from 6 to 8. Coordination sets the trend, and band shape can hide it between two particular structures.

**Q:** And for an actual adatom?

**A:** I placed one on a four-layer fcc(111) slab, in a \(2\times2\) surface cell with all bonds at bulk length. The atomic levels were shifted until every atom was neutral. Removing the adatom costs 2.61 eV of band energy, which is 0.650 of the bulk band energy per atom. A six-layer slab gives 2.68 eV and 0.67, so these values are uncertain by about 3%.

For the root law, remember that three surface atoms go from nine neighbours to ten when the adatom arrives:

\[
\frac{\sqrt3+3(\sqrt{10}-\sqrt9)}{\sqrt{12}}=0.641 .
\]

Constant pair bonds would give \(3/6=0.5\). At this filling the slab result clearly favours the root law. With 7 d electrons the four-layer slab gives 0.62, still nearer to the root law. With 5 it gives 0.59, and 0.58 for six layers or a \(3\times3\) cell. That is close to the midpoint 0.57 between the two laws, so at half filling the slab does not decide between them.

The close agreement is partly a cancellation. The adatom's own site energy is 0.432 of the bulk value, where the root law gives \(\sqrt{3/12}=0.5\). The substrate atoms supply the remaining 0.218 (0.235 with six layers), against 0.141 in the root law.

**Q:** Atoms also repel each other. Where does that enter?

**A:** Add a repulsion that is a sum over pairs. With \(x=r/r_0-1\), where \(r_0\) is the bulk neighbour distance, the energy of an atom with \(Z\) equal bonds is

\[
E(Z,x)=ZA\,e^{-px}-\xi\sqrt Z\,e^{-qx}.
\]

Hopping decays as \(e^{-qx}\), and the square root of the second moment decays in the same way. Each atom carries \(A\) per bond, so a bond costs \(2A\) in all.

Bulk fcc has \(Z=12\) and its minimum at \(x=0\). Setting the derivative there to zero gives

\[
-12pA+q\xi\sqrt{12}=0\quad\Rightarrow\quad A=\frac{q\,\xi}{p\sqrt{12}} .
\]

The energy at the minimum is \(12A-\xi\sqrt{12}=-\xi\sqrt{12}(1-q/p)\). Equating it to \(-E_{\rm coh}\) gives

\[
\xi=\frac{E_{\rm coh}}{\sqrt{12}\,(1-q/p)} .
\]

I take rough values typical of platinum: \(E_{\rm coh}=5.8\) eV, \(r_0=0.277\) nm, \(p=10.5\) and \(q=4\). Then

\[
\xi=\frac{5.8}{3.464\times0.619}=2.705\ {\rm eV},\qquad
A=\frac{4\times2.705}{10.5\times3.464}=0.297\ {\rm eV}.
\]

**Q:** How much does it cost to remove the adatom in this model?

**A:** Keep all bonds at bulk length for now. The adatom loses its own energy, which costs \(\xi\sqrt3-3A\). Each of its three neighbours goes from ten bonds to nine, which costs

\[
(9A-\xi\sqrt9)-(10A-\xi\sqrt{10})=\xi(\sqrt{10}-3)-A .
\]

Adding the adatom and its three neighbours,

\[
E_{\rm des}=\xi\left[\sqrt3+3(\sqrt{10}-3)\right]-6A
=4.685+1.317-1.785=4.217\ {\rm eV},
\]

or 0.155 hartree. That is 1.41 eV per bond, against \(5.8/6=0.97\) eV in the bulk. Each adatom bond is 45% stronger, yet removing the adatom costs 4.2 eV, less than the cohesive energy of 5.8 eV per atom.

**Q:** Where does the extra 0.44 eV per bond come from?

**A:** Write both bond energies in the same form:

\[
\text{bulk: }\frac{2\xi}{\sqrt{12}}-2A,\qquad
\text{adatom: }\frac{\xi}{\sqrt3}+\xi(\sqrt{10}-3)-2A .
\]

Since \(\sqrt{12}=2\sqrt3\), the first terms are equal, at 1.56 eV. This equality holds because twelve is four times three. It makes the excess numerically equal to the surface atom's contribution, \(\xi(\sqrt{10}-3)=0.44\) eV, but the cause lies at the adatom. The adatom's end of the bond supplies 1.56 eV, against \(\xi/\sqrt{12}=0.78\) eV for one end of a bulk bond, a gain of 0.78 eV. The surface atom's end supplies 0.44 eV, which is 0.34 eV less than a bulk end. The net gain is \(0.78-0.34=0.44\) eV.

The surface atom's contribution is small because that atom already has nine neighbours. For large \(Z\),

\[
\sqrt{Z+1}-\sqrt Z=\frac{1}{\sqrt{Z+1}+\sqrt Z}\approx\frac{1}{2\sqrt Z},
\]

so an added bond brings about half the average band energy per bond, \(1/\sqrt Z\) in units of \(\xi\).

The repulsion enlarges the relative contrast. The band terms alone have the ratio \(2.00/1.56=1.28\). Subtracting the same \(2A=0.595\) eV from both raises it to 1.45.

**Q:** Would the adatom not pull closer to the surface?

**A:** It would, and this strengthens the effect. Consider first a uniform structure in which every atom has \(Z\) bonds that relax together. Setting \(\partial E/\partial x=0\) gives

\[
pZA\,e^{-px}=q\xi\sqrt Z\,e^{-qx}
\;\Rightarrow\;
e^{(p-q)x}=\frac{pA\sqrt Z}{q\xi}=\sqrt{\frac Z{12}}
\;\Rightarrow\;
x=\frac{\ln(Z/12)}{2(p-q)} .
\]

For \(p>q\), fewer neighbours mean shorter bonds. At this minimum the repulsion is \(q/p\) times the band term, so

\[
|E|=\xi\sqrt Z\left(1-\frac qp\right)e^{-qx}
=E_{\rm coh}\left(\frac Z{12}\right)^{\frac12-\frac{q}{2(p-q)}}
=E_{\rm coh}\left(\frac Z{12}\right)^{\frac{p-2q}{2(p-q)}} .
\]

Dividing by \(Z/2\) bonds lowers the exponent by one. The energy per bond varies as \(Z^{-p/[2(p-q)]}\), here \(Z^{-0.81}\), which is steeper than \(Z^{-1/2}\).

The total energy grows as \(Z^{0.19}\), and it grows because \(p>2q\). If \(p<2q\), the model would favour low coordination and would not describe a close-packed metal.

The same condition appears at fixed length. There \(dE/dZ=A-\xi/(2\sqrt Z)\) is negative up to

\[
Z^*=\left(\frac{\xi}{2A}\right)^2=12\left(\frac{p}{2q}\right)^2=20.7 .
\]

Bonds added to an atom thus still lower its energy at \(Z=12\).

For the adatom on a rigid substrate, minimizing over its height shortens the bonds from 0.277 to 0.254 nm. The removal energy rises from 4.22 to 4.76 eV, or 1.59 eV per bond.

**Q:** What does this change for island edges and kinks?

**A:** It makes the lateral bonds weaker than bond counting suggests. An atom at a kink on a (111) surface has three bonds to the layer below and three lateral ones. Removing it from a long step leaves an identical kink one site further back. Repeating this removes a row, and then a layer, without changing the surface that remains. Each removal must therefore cost \(E_{\rm coh}=5.8\) eV.

A terrace adatom at bulk bond length costs 4.217 eV, so the three lateral bonds are worth \(5.8-4.217=1.583\) eV together, or 0.53 eV each. Constant pair bonds would give 0.97 eV each.

The first lateral bond lies between these values. Put two adatoms on adjacent fcc sites, where they share one surface atom. Compared with two distant adatoms:

- both adatoms go from three to four neighbours;
- the six surface atoms that had ten neighbours each become four with ten, one with eleven and one with nine.

The coordination numbers add up to two more than before, so the repulsion rises by \(2A\). The binding energy of the pair is

\[
\begin{aligned}
E_{\rm pair}&=\xi\left[2(\sqrt4-\sqrt3)+\sqrt{11}+\sqrt9-2\sqrt{10}\right]-2A\\
&=1.428-0.595=0.833\ {\rm eV}.
\end{aligned}
\]

These lateral values hold at bulk bond length. Letting all atoms relax lowers the pair binding to about 0.57 eV and the mean lateral bond at a kink to about 0.35 eV, with the order unchanged. In this model, a single bond energy cannot describe adatoms, pairs and kinks together.

**Q:** Is the difference large enough to matter at growth temperatures?

**A:** For the equilibrium adatom density, yes. Kinks hold the chemical potential at \(-E_{\rm coh}\), leaving out vibrations. A dilute adatom gas with a fraction \(\theta\) of sites occupied has \(\mu=-E_{\rm des}+k_BT\ln\theta\). Equating the two,

\[
\theta=\exp\left[-\frac{E_{\rm coh}-E_{\rm des}}{k_BT}\right].
\]

At 1000 K, with \(k_BT=0.0862\) eV, the energy of 1.583 eV gives \(\theta\approx1\times10^{-8}\). Pair bonds require 2.9 eV and give \(2\times10^{-15}\), more than six orders of magnitude less. Both numbers are per hollow site. With nearest-neighbour bonds only, fcc and hcp hollows bind equally, so the number of adatoms per surface atom is \(2\theta\). The strong bonds to the terrace make it cheaper for an atom to leave a kink and stay on the surface.

Adatom relaxation lowers the cost to 1.04 eV and raises \(\theta\) to about \(6\times10^{-6}\). The density is thus far less certain than the removal energy: a 13% change in \(E_{\rm des}\) changes \(\theta\) by a factor of about 560. Vibrations also matter, though much less. Comparing the adatom's own classical vibration with that of a bulk atom gives a factor of 1.8, but the adatom also stiffens the surface atoms beneath it, and counting all harmonic modes of slab and bulk lowers the factor to about 1.4.

**Q:** How far would you trust these numbers for real platinum?

**A:** I trust the direction of the effect more than the second digit. The cohesive energy and spacing are rough values for platinum, and the adatom densities assume equilibrium at 1000 K. During deposition at a few hundred kelvin, the arriving flux and the diffusion rates can set the adatom density instead of equilibrium.

Among the corrections I evaluated, relaxation is the largest. Extending the interactions to \(2.05\,r_0\) and refitting \(A\) and \(\xi\) changes the unrelaxed removal energy from 4.22 to 4.29 eV. If the free atom is 0.5 eV more stable than the model assumes, the solid must supply 6.3 eV of binding, and the removal energy becomes \(4.217\times6.3/5.8-0.5=4.08\) eV. Letting the substrate relax as well matters little in the nearest-neighbour model: the relaxed removal energy changes from 4.76 to 4.74 eV.

A deeper limitation is the meaning of \(\xi\). The fitted bulk band term is 9.37 eV, and the d-band calculation supplies 43% of it. The parameter also absorbs sp bonding and other errors, for which the square root is an assumption and not a result derived here.

The model should not be carried down to a free dimer. The relaxed law at \(Z=1\) gives \(5.8\times12^{-0.192}\approx3.6\) eV per atom, or 7.2 eV for the bond, while the real platinum dimer is bound by roughly 3 eV. The fit to the bulk badly overestimates that bond, so the law does not hold quantitatively at every low coordination.

## Values computed for the example and the checks

```
Input cohesive energy 5.8 eV, spacing 0.277 nm, p 10.5, q 4.0
Input d-band width 7.0 eV, d electrons 8.5, temperature 1000 K
rms d hopping beta: 0.5833 eV
ddsigma, ddpi, dddelta: -0.935, 0.624, -0.156 eV
d-band structures: Z, band energy per atom (eV), per bond (eV)
  dimer: 1, 1.230, 2.461
  chain: 2, 1.975, 1.975
  square layer: 4, 2.578, 1.289
  triangular layer: 6, 3.001, 1.000
  simple cubic: 6, 3.290, 1.097
  bcc: 8, 3.297, 0.824
  fcc: 12, 4.011, 0.668
Fitted exponent of band energy in Z, 5.0 d electrons: 0.543
Fitted exponent of band energy in Z, 7.0 d electrons: 0.485
Fitted exponent of band energy in Z, 8.5 d electrons: 0.461
Rectangular-band energy, fcc: 4.462 eV
d-band slab: adatom adsorption band energy 2.608 eV
d-band slab: per adatom bond 0.869 eV, per bulk bond 0.668 eV
Adsorption/bulk band energy: d-band slab 0.650
  root law 0.641, constant pair bonds 0.500
Adatom/bulk site energy: d-band slab 0.432, root law 0.5 = sqrt(3/12)
Largest charge error in slabs: 4.9e-04 electrons
xi: 2.7047 eV, A: 0.2974 eV
Bulk band term xi*sqrt(12): 9.369 eV
Share of it given by the d band alone: 0.43
Relaxed cohesion exponent: 0.1923, per bond: -0.8077
Z* where an added bond stops attracting: 20.67
Adatom removal energy: 4.217 eV = 0.1550 hartree
  own band term 4.685 eV, neighbours' band term 1.317 eV, repulsion 1.785 eV
  per bond 1.406 eV; bulk bond 0.967 eV; ratio 1.454
Adatom removal with constant pair bonds: 2.900 eV
Kink removal energy: 5.800 eV
First lateral bond (adatom pair): 0.833 eV
Mean lateral bond at kink: 0.528 eV
Kink-to-terrace energy: 1.583 eV; pair bonds 2.900 eV
Adatoms per site at 1000 K: 1.05e-08; pair bonds 2.42e-15
Relaxed adatom: bond 0.2535 nm, removal 4.762 eV
  relaxed adatoms per site: 5.88e-06
Range to 2.05 r0, refitted: adatom removal 4.293 eV
Free atom lower by 0.5 eV: adatom removal 4.080 eV
Vibrational prefactor on adatom density: 1.81
```
